# Longitudinal Diffusion of Ions Under Cold-Gas Resonant Charge Exchange

A drift–diffusion calculation of an ion pulse crossing a strong field needs a diffusion coefficient along the field. One candidate is the Einstein value, the mobility times \(k_BT_g/e\), where \(T_g\) is the gas temperature. For the argon example below this gives about 13 cm²/s, whereas a model with charge exchange alone in a cold gas gives 166 cm²/s. The choice changes the predicted pulse width by a factor of 3.6. If resonant charge exchange dominates and the gas is cold, the coefficient follows from the statistics of one free flight.

## Assumptions and theorem

An ion of mass \(m\) and charge \(e>0\) moves along \(z\) in a uniform field \(E\), with acceleration \(a=eE/m\). Four assumptions define the model.

1. The parent gas is at rest. Its thermal motion is neglected.
2. The only collision is resonant charge exchange. The new ion appears where the old one was, with zero velocity.
3. The cross section \(\sigma\) does not depend on speed. With gas density \(n_g\), the mean free path \(\lambda=1/(n_g\sigma)\) is constant.
4. The swarm is dilute and unbounded, and ions are neither created nor lost. Charge exchange replaces one ion by another, and the charge is followed through the replacement.

Let \(X(T)\) be the displacement at time \(T\) of a charge that starts at rest. The drift velocity and longitudinal diffusion coefficient are the long-time rates
\[
v_d=\lim_{T\to\infty}\frac{\langle X\rangle}{T},\qquad
D_L=\lim_{T\to\infty}\frac{\operatorname{Var}X}{2T}. \tag{1}
\]

**Theorem.** Under these assumptions
\[
v_d=\sqrt{\frac{2a\lambda}{\pi}},\qquad
D_L=\left(\frac4\pi-1\right)\frac{\lambda v_d}{2}. \tag{2}
\]

Since \(v_d\propto\sqrt{\lambda E}\), the coefficient scales as \(D_L\propto\lambda^{3/2}E^{1/2}\). Motion across the field is absent in this model, so the transverse coefficient is zero.

## Lemma 1: moments of one flight

Let \(x\) and \(t\) be the length and duration of a complete flight. Then
\[
\langle x\rangle=\lambda,\quad
\langle t\rangle=\sqrt{\frac{\pi\lambda}{2a}},\quad
\langle x^2\rangle=2\lambda^2,\quad
\langle t^2\rangle=\frac{2\lambda}{a},\quad
\langle xt\rangle=\frac{3\lambda}{2}\langle t\rangle. \tag{3}
\]

*Proof.* The collision probability in a path element \(dx\) is \(dx/\lambda\), so the probability of surviving to \(x\) is \(e^{-x/\lambda}\). Write \(x=\lambda u\); then \(u\) has density \(e^{-u}\) and \(\langle u^k\rangle=\Gamma(1+k)\). The flight starts from rest, hence \(x=at^2/2\) and
\[
t=\tau\sqrt u,\qquad \tau=\sqrt{2\lambda/a}.
\]
The required Gamma values are \(\Gamma(3/2)=\sqrt\pi/2\) and \(\Gamma(5/2)=3\sqrt\pi/4\). They give \(\langle t\rangle=\tau\sqrt\pi/2\), which is the stated value, and \(\langle t^2\rangle=\tau^2\). Finally, \(\langle xt\rangle=\lambda\tau\,3\sqrt\pi/4=(3\lambda/2)\langle t\rangle\). ∎

Different flights are independent because each begins at rest and the gas has no memory. Within one flight, \(x\) and \(t\) are strictly related. This correlation controls the answer.

## Lemma 2: from one flight to the swarm

The long-time rates are
\[
v_d=\frac{\langle x\rangle}{\langle t\rangle},\qquad
D_L=\frac{\langle (x-v_dt)^2\rangle}{2\langle t\rangle}. \tag{4}
\]

*Proof.* Let \(N\) be the number of collisions before \(T\). The flight in progress at \(T\) is number \(N+1\). Define \(Y_i=x_i-v_dt_i\), with \(v_d=\langle x\rangle/\langle t\rangle\), so that \(\langle Y_i\rangle=0\). If all \(N+1\) flights were completed,
\[
X(T)-v_dT=\sum_{i=1}^{N+1}Y_i-R,
\]
where \(R\) is the part of \(x-v_dt\) accumulated by the last flight after \(T\). The number \(N+1\) is fixed by the flights up to and including that one, without knowledge of later flights. It is therefore a stopping time, and Wald's identities give the sum zero mean and variance \(\langle Y^2\rangle\langle N+1\rangle\).

The elementary renewal theorem gives \(\langle N+1\rangle/T\to1/\langle t\rangle\). The remainder \(R\) has bounded variance, because the flight moments are finite. Its covariance with the sum is at most the product of the two standard deviations, of order \(\sqrt T\). Both contributions vanish after division by \(T\). The mean confirms the value of \(v_d\), and half the variance rate is (4). ∎

## Proof of the theorem

The drift velocity is
\[
v_d=\lambda\sqrt{\frac{2a}{\pi\lambda}}=\sqrt{\frac{2a\lambda}{\pi}} .
\]
Expand the square in (4):
\[
\langle(x-v_dt)^2\rangle
=\langle x^2\rangle-2v_d\langle xt\rangle+v_d^2\langle t^2\rangle .
\]
The first term is \(2\lambda^2\). In the second, \(v_d\langle t\rangle=\lambda\), so \(2v_d\langle xt\rangle=3\lambda^2\). In the third, \(v_d^2\langle t^2\rangle=(2a\lambda/\pi)(2\lambda/a)=4\lambda^2/\pi\). Therefore
\[
\langle(x-v_dt)^2\rangle=\lambda^2\left(2-3+\frac4\pi\right)
=\lambda^2\left(\frac4\pi-1\right).
\]
Dividing by \(2\langle t\rangle=2\lambda/v_d\) gives (2). ∎

**Remark on the correlation.** In terms of variances, the same square is
\[
\operatorname{Var}x-2v_d\operatorname{Cov}(x,t)+v_d^2\operatorname{Var}t
=\lambda^2\left[1-1+\left(\frac4\pi-1\right)\right].
\]
The covariance cancels the entire variance of the flight length. A long flight takes the ion far forward, but it also uses more time, during which an average ion advances too. Omitting the covariance would replace \(4/\pi-1\) by \(4/\pi\) and make \(D_L\) 4.66 times too large.

The cancellation has a spatial reading. Ions move forward, and collisions are Poisson points along the path with density \(1/\lambda\). Reaching a distant plane at \(z=d\) takes a sum of flight times over about \(d/\lambda\) gaps. Applying Lemma 2 with distance as the running variable gives, for \(d\gg\lambda\),
\[
\operatorname{Var}T_d\simeq\frac d\lambda
\left\langle\left(t-\frac{x}{v_d}\right)^2\right\rangle
=\left(\frac4\pi-1\right)\frac{\lambda d}{v_d^2}. \tag{5}
\]
The time spread multiplied by \(v_d\) is the spatial width of the pulse.

## Lemma 3: the start-up correction

For ions starting at rest,
\[
\operatorname{Var}X(T)=2D_LT+c\lambda^2+\text{terms that vanish as }T\to\infty,
\]
\[
c=\frac{20}{\pi^2}-\frac4\pi-1=-0.247. \tag{6}
\]

*Proof.* Use units with \(a=\lambda=1\). The flight-time density is \(te^{-t^2/2}\), and survival has probability \(e^{-t^2/2}\). Let \(M(q,T)=\langle e^{qX(T)}\rangle\). Splitting according to whether a first collision has occurred gives
\[
M(q,T)=e^{-(1-q)T^2/2}+\int_0^T t\,e^{-(1-q)t^2/2}M(q,T-t)\,dt .
\]
Define
\[
I_k(q,s)=\int_0^\infty t^k e^{-(1-q)t^2/2-st}\,dt .
\]
The Laplace transform in time turns the convolution into a product, so \(\widehat M=I_0/(1-I_1)\). At \(q=0\), the denominator has a simple zero at \(s=0\). Other zeros lie to the left of the imaginary axis: for \(\operatorname{Re}s\ge0\), \(s\ne0\), a nontrivial average of \(e^{-st}\) has modulus below one. Since \(I_1\to0\) at large \(|\operatorname{Im}s|\), a strip to the left of the axis contains no other zero. For small \(q\) the zero moves to \(s(q)\), and the remaining part of \(M\) decays exponentially, uniformly near \(q=0\).

Since \(\partial I_1/\partial s=-I_2\), the residue at the pole gives
\[
M\simeq A(q)e^{s(q)T},\qquad I_1(q,s(q))=1,\qquad A=\frac{I_0}{I_2}.
\]
Two integrations by parts remove the integrals. Integrating the derivative of \(e^{-(1-q)t^2/2-st}\) gives \(1=(1-q)I_1+sI_0\), hence \(I_0=q/s\) at the pole. Integrating the derivative of \(t\,e^{-(1-q)t^2/2-st}\) gives \(0=I_0-(1-q)I_2-sI_1\), hence \(I_2=(I_0-s)/(1-q)\). Thus
\[
A(q)=\frac{1-q}{1-s^2/q}.
\]
The derivatives of \(\ln M\) at \(q=0\) are the mean and variance, so \(s=v_dq+D_Lq^2+\cdots\). Consequently \(s^2/q=v_d^2q+2v_dD_Lq^2+\cdots\), and
\[
\ln A=(v_d^2-1)q+\left(-\frac12+2v_dD_L+\frac{v_d^4}{2}\right)q^2+\cdots .
\]
The variance offset is twice the coefficient of \(q^2\): \(c=-1+4v_dD_L+v_d^4\). In these units \(v_d^2=2/\pi\) and \(v_dD_L=(4/\pi-1)/\pi\). Substitution gives (6). ∎

The negative offset means that, at long times, the variance for ions born at rest lies slightly below \(2D_LT\). Within the first mean flight time it is far below.

## The same coefficient from the kinetic equation

Keep \(a=\lambda=1\). For \(v\ge0\), the distribution \(f(z,v,t)\) obeys
\[
\partial_tf+v\partial_zf+\partial_vf=-vf+\delta(v)\int_0^\infty v'f\,dv' .
\]
In a uniform steady swarm and for \(v>0\), \(f_0'=-vf_0\). Normalization gives \(f_0=k e^{-v^2/2}\), with \(k=\sqrt{2/\pi}\). Its mean speed is \(k=v_d\), and \(\langle v^2\rangle=1\).

For a weak gradient of the ion density \(n\), put \(f=nf_0+(\partial_zn)g\). Since \(n\) already contains the whole density, \(\int g\,dv=0\). The flux is \(v_dn+J\partial_zn\), with \(J=\int vg\,dv\), so \(D_L=-J\). At first order in the gradient, \(\partial_tn=-v_d\partial_zn\), and
\[
g'+vg=-(v-v_d)f_0+J\delta(v).
\]
The delta source fixes \(g(0^+)=J\). Multiplication by \(e^{v^2/2}\) and integration give
\[
g=e^{-v^2/2}\left[J-k\left(\frac{v^2}{2}-kv\right)\right].
\]
The integrals over positive \(v\) of \(e^{-v^2/2}\), \(ve^{-v^2/2}\) and \(v^2e^{-v^2/2}\) are \(1/k\), \(1\) and \(1/k\). Zero norm therefore requires \(J/k-1/2+k^2=0\), so
\[
D_L=-J=k\left(k^2-\frac12\right)=\left(\frac4\pi-1\right)\frac k2 ,
\]
in agreement with the theorem.

**Remark on an Einstein estimate.** An Einstein-type estimate multiplies the longitudinal velocity variance by \(dv_d/da\). In ordinary units the variance is \(a\lambda(1-2/\pi)\), and \(dv_d/da=v_d/(2a)\). The product is \((1-2/\pi)\lambda v_d/2\), which is 1.33 times (2). A velocity variance alone does not specify how long velocity fluctuations persist.

## A second case: speed-dependent cross sections

In a cold gas, flights remain independent when the cross section depends on speed. Equation (4) still applies if the required moments are finite. Dividing its numerator by \(\langle x\rangle^2\) gives
\[
\frac{D_L}{\langle x\rangle v_d}=
\frac12\left\langle\left(\frac{x}{\langle x\rangle}-
\frac{t}{\langle t\rangle}\right)^2\right\rangle . \tag{7}
\]

For \(\sigma\propto1/v\), the collision frequency is constant. Then \(t=t_0w\), where \(t_0\) is the mean flight time and \(w\) has density \(e^{-w}\). Here \(\langle x\rangle=at_0^2\), so (7) becomes
\[
\frac12\left\langle\left(\frac{w^2}{2}-w\right)^2\right\rangle
=\frac12\left(\frac{24}{4}-6+2\right)=1 .
\]
The ratio is 1, against 0.137 for constant mean free path. The coefficient is sensitive to a cross section that falls with speed, because fast ions then survive longer.

A weak logarithmic fall shows the same effect. Let
\[
\sigma(\varepsilon)=\sigma_0\left[1-b\ln(\varepsilon/\varepsilon_0)\right]^2,
\qquad \varepsilon_0=eE\lambda,
\]
with \(\varepsilon\) the ion energy and \(\lambda=1/(n_g\sigma_0)\). To first order in \(b\), \(\sigma/\sigma_0=u^{-2b}\), where \(u=x/\lambda\). The integrated collision probability per path is \(w=pu^{1/p}\), with \(p=1/(1-2b)\), so \(x\propto w^p\) and \(t\propto w^{p/2}\). Gamma integrals turn (7) into
\[
\frac12\left[\frac{\Gamma(1+2p)}{\Gamma(1+p)^2}
-\frac{2\Gamma(1+3p/2)}{\Gamma(1+p)\Gamma(1+p/2)}
+\frac{\Gamma(1+p)}{\Gamma(1+p/2)^2}\right].
\]
At \(p=1\) its derivative is \(3\ln2-2+(2/\pi)(2\ln2-1)=0.325\), positive and large beside the value 0.137. If \(\sqrt\sigma\) falls by a rough 8% per decade of ion energy, \(b=0.035\). Quadrature of the full logarithmic law then raises \(D_L\) by 13% while lowering \(v_d\) by 0.7%, at fixed \(\sigma_0\), field and density.

## Argon example

Consider free Ar⁺ ions crossing a uniform 2 mm gap in argon at 1 Torr and 300 K, with 400 V/cm applied. Take \(\sigma=5\times10^{-15}\) cm², a rough value. The gas density is \(3.219\times10^{16}\) cm⁻³, so
\[
\lambda=\frac1{(3.219\times10^{16})(5\times10^{-15})}\ \text{cm}
=62.1\ \mu\text{m}.
\]
An ion gains \(eE\lambda=2.49\) eV per mean free path, about 96 times \(k_BT_g=0.0259\) eV at the gas temperature \(T_g\). Equation (2) gives \(v_d=1.95\times10^5\) cm/s and
\[
D_L=0.1366(0.006213)(1.955\times10^5)
=166\ \text{cm}^2/\text{s}=0.0166\ \text{m}^2/\text{s}.
\]
At the drift velocity, the transit takes \(0.2/(1.955\times10^5)\) s \(=1.02\ \mu\)s; ions starting from rest need about 1.6% longer on average. The pulse width, as a standard deviation, is
\[
\sqrt{2D_Ld/v_d}=\sqrt{(4/\pi-1)\lambda d}=184\ \mu\text{m}.
\]
At fixed \(\lambda\) and \(d\), this width does not depend on the field. The arrival spread is 94 ns from (5); a simulation of Poisson collision points gives 93 ns. The gap is 32 mean free paths long, and the start-up offset lowers the pulse variance by 2.8%.

A three-dimensional simulation of 50,000 ions in the cold model gives \(D_L=0.1079\pm0.0010\) in units \(\lambda\sqrt{a\lambda}\), against 0.1090 from the theorem. The difference is 1.1 standard errors.

## Conditions and the real discharge

**Gas temperature.** With thermal atoms included, the simulated \(D_L\) is \(172.5\pm1.4\) cm²/s, 4 to 5% above (2) within the statistical error, and \(v_d\) is 2.6% lower. Transverse diffusion appears. When \(k_BT_g\ll eE\lambda\), a new ion has transverse velocity variance \(k_BT_g/m\), which hardly affects its flight time. Hence
\[
D_T\simeq\frac{k_BT_g}{m}\frac{\langle t^2\rangle}{2\langle t\rangle}
=\frac{k_BT_g}{m}\frac{v_d}{a}=\frac{k_BT_g}{e}\frac{v_d}{E},
\]
because \(\langle t^2\rangle=2\langle x\rangle/a\). This gives 12.6 cm²/s; the simulation gives 12.4. With charge exchange as the only collision, the gas-temperature Einstein relation thus describes transverse diffusion, while the simulated longitudinal coefficient is about 14 times larger. When \(eE\lambda\) becomes comparable with \(k_BT_g\), the cold-gas theorem no longer applies.

**Elastic scattering.** With both cross sections taken independent of speed, this is the largest omission evaluated here. Adding isotropic elastic collisions to the warm-gas simulation, with half the charge-exchange cross section as a rough ratio, gives \(v_d=1.71\times10^5\) cm/s and \(D_L=116\) cm²/s. The charge-exchange cross section, field and gas density are held fixed. Relative to the cold model, \(D_L\) falls by 30%. Part of this change can be absorbed by fitting \(\lambda\) to the drift velocity. Eliminating \(\lambda=\pi v_d^2/(2a)\) from (2) gives
\[
D_L=\frac{(4-\pi)v_d^3}{4a}.
\]
With the simulated drift velocity this yields \(166(1.706/1.955)^3=110\) cm²/s, 5% below the simulated coefficient. That agreement is established for this case of constant cross sections only. For the logarithmic law above, without elastic collisions, \(D_L\) rises by 13% while \(v_d^3\) falls by 2%, so the same fit is about 13% low. In real argon both cross sections fall with energy in this range, which raises \(D_L\) and can cancel much of the 30% fall; neither that fall nor the fit should be read as a value for the real gas. Elastic collisions also turn part of the forward motion sideways: the simulated transverse coefficient rises to 31 cm²/s, whereas \((k_BT_g/e)v_d/E\) with the simulated drift velocity is only 11 cm²/s. The gas-temperature Einstein relation then fails across the field as well.

**The process setting.** The pressure and field are roughly those of a capacitive deposition sheath, and \(E/n_g=1243\) Td is far above the values in a quasineutral plasma bulk. A real sheath breaks the uniform-field assumption: its field rises toward the electrode. It also oscillates: at 13.56 MHz the period of 74 ns is only about twice the mean flight time \(\lambda/v_d=32\) ns. In the cold model a fully modulated uniform field \(E(1+\cos\omega t)\) at this frequency lowers \(v_d\) by about 7% and changes \(D_L\) by about 2% or less; real sheath waveforms have not been treated. A local use of (2) requires the field to change little over \(\lambda\); the error for a particular sheath profile has not been calculated here. For a density profile of length \(L\), diffusive flux relative to drift is of order \(D_L/(v_dL)=0.137\lambda/L\). The diffusive flux is therefore small when \(L\gg\lambda\). A smooth steady gradient in a uniform field also needs a source of ions, and their start from rest adds a flux correction of order \(\lambda/L\) that (2) does not contain. For a pulse that starts narrow in a uniform field, diffusion sets the width. In a field that rises along the path, the pulse is also stretched, because its front drifts faster than its rear.

**Breakdown and space charge.** The gap carries 80 V. With rough Townsend coefficients and a secondary yield of 0.1, the feedback is 0.36, below the value 1 needed for a self-sustained discharge. With the electrode voltages fixed, a thin ion sheet of \(4.4\times10^6\) cm⁻² midway across the gap changes the field by 1% on each side. If the sheet is close to an electrode, the change between them approaches 2%. Much denser pulses also spread by mutual repulsion and are outside the dilute-swarm theorem. The full set of values is in the numerical output below.

## Computed values

```
SCALED RESULTS (a = mean free path = 1)
drift velocity, formula            0.79788
drift velocity, kinetic grid       0.79789
D_L, formula                       0.10901
D_L, flight quadrature             0.10901
D_L, renewal pole                  0.10901
D_L, kinetic grid                  0.10901
D_L, cold particle swarm           0.10785 +- 0.00104
D_L/(mean free path * v_d)         0.13662
Var x                              1.00000
2 v_d Cov(x,t)                     1.00000
v_d^2 Var t                        0.27324
D_L without correlation / true     4.660
Einstein-relation D_L / true       1.330
field exponent of v_d, of D_L      0.5000, 0.5000
constant offset of variance        -0.2468
EXAMPLE: Ar+ in argon
pressure                           1.0 Torr
gas temperature                    300 K
field                              400 V/cm
gap                                0.20 cm
charge-exchange cross section      5.0e-15 cm2 (rough)
ion mass                           6.6334e-26 kg
gas density                        3.219e+16 cm^-3
reduced field E/n                  1243 Td
mean free path                     62.13 um
gap / mean free path               32.19
energy gained per mean free path   2.485 eV
drift velocity                     1.9549e+05 cm/s
drift velocity, converted          1954.9 m/s
D_L                                165.95 cm2/s
D_L, converted                     0.01659 m2/s
transit time                       1.0231 us
pulse width (standard deviation)   184.3 um
arrival spread, formula            94.3 ns
arrival spread, simulated          92.9 ns
EFFECTS LEFT OUT
thermal energy kT                  0.02585 eV
kT / energy per mean free path     0.01040
warm gas: v_d                      1.905e+05 cm/s
warm gas: D_L                      172.5 +- 1.4 cm2/s
warm gas: transverse D             12.43 cm2/s
elastic/exchange cross section     0.50 (rough)
warm + elastic: v_d                1.706e+05 cm/s
warm + elastic: D_L                115.9 +- 0.8 cm2/s
warm + elastic: transverse D       31.2 cm2/s
fall of sqrt(sigma) per decade     8 % (rough)
falling sigma: v_d change          -0.66 %
falling sigma: D_L change          +13.32 %
start-up offset / pulse variance   -2.81 %
gap voltage                        80 V
Townsend A, B (rough)              12 /(cm Torr), 180 V/(cm Torr)
secondary electron yield (rough)   0.10
Townsend feedback (breakdown at 1) 0.362
ion sheet giving 1 % of field      4.42e+06 cm^-2
```
